# Off-axis overshoot lines in Cu(II) powder EPR spectra: a program that tests the result

```python
"""
Overshoot (off-axis) lines in the powder EPR spectrum of an axial Cu(II) model.

Result under test: for S=1/2, I=3/2, coaxial g and A, g_par > g_perp and
A_par > A_perp, the first-order resonance field B(theta) = (nu - m K)/(g beta)
has an extremum off the principal directions if and only if m < 0 and
  |m|(Q - 2 A_par^2)/A_par < nu < |m|(Q - 2 A_perp^2)/A_perp,
  Q = (A_par^2 g_par^2 - A_perp^2 g_perp^2)/(g_par^2 - g_perp^2).
Symbols: nu microwave frequency (MHz), A hyperfine couplings (MHz),
K(theta) effective hyperfine coupling, m nuclear quantum number,
beta = Bohr magneton / h (MHz/T), u = cos^2(theta), fields in tesla.
A parameter set is the tuple (g_par, g_perp, A_par, A_perp).
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq, minimize_scalar

beta = const.physical_constants["Bohr magneton in Hz/T"][0] / 1e6
beta_n = const.physical_constants["nuclear magneton"][0] / const.h / 1e6


def first_order_field(u, nu, m, par):
    gl, gp, al, ap = par
    g2 = gp**2 + (gl**2 - gp**2) * u
    k = np.sqrt((al**2 * gl**2 * u + ap**2 * gp**2 * (1 - u)) / g2)
    return (nu - m * k) / (np.sqrt(g2) * beta)


def q_value(par):
    gl, gp, al, ap = par
    return (al**2 * gl**2 - ap**2 * gp**2) / (gl**2 - gp**2)


def window(m, par):
    q = q_value(par)
    return tuple(abs(m) * (q - 2 * a**2) / a for a in (par[2], par[3]))


def overshoot(nu, m, par):
    """Closed forms: K*, u*, B* of the off-axis extremum (m < 0)."""
    gl, gp, al, ap = par
    q, d, n = q_value(par), gl**2 - gp**2, abs(m)
    k = (-nu + np.sqrt(nu**2 + 8 * n**2 * q)) / (4 * n)
    u = gp**2 * (k**2 - ap**2) / (d * (q - k**2))
    return k, u, (nu + n * k) / (np.sqrt(gp**2 + d * u) * beta)


def slope_formula(u, nu, m, par):
    gl, gp, al, ap = par
    d, n = gl**2 - gp**2, abs(m)
    g2 = gp**2 + d * u
    k = np.sqrt((al**2 * gl**2 * u + ap**2 * gp**2 * (1 - u)) / g2)
    f = n * (q_value(par) - 2 * k**2) - nu * k
    return d * f / (2 * beta * g2**1.5 * k)


# Spin operators for the full 8x8 Hamiltonian
def spin_matrices(j):
    mz = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - mz[1:] * (mz[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(mz)


S = [np.kron(a, np.eye(4)) for a in spin_matrices(0.5)]
I = [np.kron(np.eye(2), a) for a in spin_matrices(1.5)]
SI = [a @ b for a, b in zip(S, I)]


def full_field(u, nu, m, par, g_nuc=0.0):
    """Resonance field from diagonalization, without perturbation theory."""
    gl, gp, al, ap = par
    c, s = np.sqrt(u), np.sqrt(1 - u)
    h_hf = al * SI[2] + ap * (SI[0] + SI[1])
    h_z = beta * (gp * s * S[0] + gl * c * S[2])
    h_z = h_z - g_nuc * beta_n * (s * I[0] + c * I[2])
    j = int(round(m + 1.5))

    def mismatch(b):
        e = np.linalg.eigvalsh(h_hf + b * h_z)
        return e[4 + j] - e[3 - j] - nu

    b0 = first_order_field(u, nu, m, par)
    return brentq(mismatch, 0.9 * b0, 1.1 * b0, xtol=1e-14, rtol=1e-14)


def full_maximum(nu, m, par, g_nuc=0.0):
    """Angle (degrees), field of the largest resonance field, interior flag."""
    def field(deg):
        u = min(1.0, np.cos(np.radians(deg))**2)
        return full_field(u, nu, m, par, g_nuc)
    deg = np.linspace(0, 90, 91)
    vals = np.array([field(t) for t in deg])
    i = int(np.argmax(vals))
    if i in (0, 90):
        return deg[i], vals[i], False
    r = minimize_scalar(lambda t: -field(t), bounds=(deg[i-1], deg[i+1]),
                        method="bounded")
    return r.x, -r.fun, True


# Test: count extrema on a grid for random parameters, compare with window
rng = np.random.default_rng(7)
u_grid = np.cos(np.linspace(0, np.pi / 2, 4001))**2
tally = {"overshoot": 0, "below window": 0, "above window": 0, "m > 0": 0}
for _ in range(1500):
    gp = rng.uniform(2.03, 2.08)
    p = (gp + rng.uniform(0.005, 0.35), gp, rng.uniform(300, 700),
         rng.uniform(20, 250))
    nu_r = np.exp(rng.uniform(np.log(3e3), np.log(1e5)))
    m_r = rng.choice([-1.5, -0.5, 0.5, 1.5])
    lo, hi = window(m_r, p)
    if min(abs(nu_r - lo), abs(nu_r - hi)) < 0.02 * nu_r:
        continue  # too close to an edge for a grid count
    b = first_order_field(u_grid, nu_r, m_r, p)
    turns = np.count_nonzero(np.diff(np.sign(np.diff(b))))
    expected = int(m_r < 0 and lo < nu_r < hi)
    assert turns == expected, (p, nu_r, m_r, turns)
    if expected:
        assert abs(b.max() / overshoot(nu_r, m_r, p)[2] - 1) < 1e-6
        assert b.max() > max(b[0], b[-1])
    key = ("m > 0" if m_r > 0 else "overshoot" if expected
           else "below window" if nu_r < lo else "above window")
    tally[key] += 1
assert min(tally.values()) > 10

# Worked example
par = (2.25, 2.05, 600.0, 60.0)
nu, m = 9500.0, -1.5
k_s, u_s, b_s = overshoot(nu, m, par)
b_par, b_perp = (first_order_field(x, nu, m, par) for x in (1.0, 0.0))
theta_s = np.degrees(np.arccos(np.sqrt(u_s)))
for x in (0.05, 0.3, 0.8):
    fd = (first_order_field(x + 1e-5, nu, m, par)
          - first_order_field(x - 1e-5, nu, m, par)) / 2e-5
    assert abs(fd - slope_formula(x, nu, m, par)) < 1e-6

# Test: fraction of orientations close to each feature
d = par[0]**2 - par[1]**2
g2_s = par[1]**2 + d * u_s
b_uu = -d**2 * (nu + 4 * abs(m) * k_s) * (q_value(par) - k_s**2) / (
    4 * beta * g2_s**2.5 * k_s**2)
n_x = 2_000_000
x_mid = (np.arange(n_x) + 0.5) / n_x
b_all = first_order_field(x_mid**2, nu, m, par)


def counted(width):
    near_perp = (x_mid < 0.2) & (b_all - b_perp < width)
    return np.array([np.mean(b_s - b_all < width), np.mean(near_perp),
                     np.mean(b_all - b_par < width)])


def predicted(width):
    return np.array([2 * np.sqrt(2 * width / abs(4 * u_s * b_uu)),
                     np.sqrt(width / slope_formula(0.0, nu, m, par)),
                     width / (2 * abs(slope_formula(1.0, nu, m, par)))])


narrow = 1e-5
frac_count, frac_pred = counted(narrow), predicted(narrow)
assert np.all(abs(frac_count / frac_pred - 1) < 0.02)


# Test: outermost trough of the simulated derivative powder spectrum
def outer_trough(freq, sigma=0.7e-3, step=2e-5):
    x = (np.arange(400_000) + 0.5) / 400_000
    fields = np.concatenate([first_order_field(x**2, freq, q, par)
                             for q in (-1.5, -0.5, 0.5, 1.5)])
    edges = np.arange(fields.min() - 0.01, fields.max() + 0.01, step)
    hist = np.histogram(fields, edges)[0].astype(float)
    y = gaussian_filter1d(hist, sigma / step, order=1)
    low = (y[1:-1] < y[:-2]) & (y[1:-1] <= y[2:])
    low &= y[1:-1] < -0.1 * abs(y).max()
    i = np.flatnonzero(low)[-1] + 1
    return (edges[i] + edges[i + 1]) / 2, -y[i] / abs(y).max()


trough_x, depth_x = outer_trough(nu)
trough_w, depth_w = outer_trough(94000.0)
principal = [first_order_field(x, nu, q, par) for x in (0.0, 1.0)
             for q in (-1.5, -0.5, 0.5, 1.5)]
assert abs(trough_x - b_s) < 1e-3
assert min(abs(trough_x - p) for p in principal) > 3e-3
b_perp_w = first_order_field(0.0, 94000.0, m, par)
assert abs(trough_w - b_perp_w) < 1e-3

# Test: error of the first-order field is quadratic in the hyperfine coupling
err = []
for scale in (0.1, 0.05):
    p = (par[0], par[1], par[2] * scale, par[3] * scale)
    err.append(max(abs(full_field(x, nu, m, p)
                       - first_order_field(x, nu, m, p))
                   for x in (0.0, 0.2, 0.5, 1.0)))
assert 3.7 < err[0] / err[1] < 4.3


# Test: upper frequency edge from diagonalization tends to the formula
def full_upper_edge(p):
    hi = window(m, p)[1]
    return brentq(lambda f: full_field(2e-6, f, m, p)
                  - full_field(0.0, f, m, p), 0.7 * hi, 1.1 * hi, rtol=1e-7)


deviation = []
for lam in (0.4, 0.2, 0.1):
    p = (np.sqrt(par[1]**2 + lam * d), par[1], lam * par[2], lam * par[3])
    deviation.append(1 - full_upper_edge(p) / window(m, p)[1])
assert 1.7 < deviation[0] / deviation[1] < 2.4
assert 1.7 < deviation[1] / deviation[2] < 2.4
edge_full = full_upper_edge(par)

# Test: overshoot of the m = -3/2 line survives full diagonalization
ang_f, b_f, inside = full_maximum(nu, m, par)
perp_f = full_field(0.0, nu, m, par)
assert inside and abs(ang_f - theta_s) < 3 and abs(b_f - b_s) < 1.5e-3
assert b_f - perp_f > 3e-3
ang_n, b_n, inside_n = full_maximum(nu, m, par, g_nuc=1.5)
assert inside_n and abs(b_n - b_f) < 0.5e-3

print(f"g_par, g_perp: {par[0]:.2f}, {par[1]:.2f}")
print(f"A_par, A_perp: {par[2]:.0f}, {par[3]:.0f} MHz; nu = {nu/1e3:.1f} GHz")
print(f"beta = mu_B/h: {beta:.2f} MHz/T")
print(f"delta = g_par^2 - g_perp^2: {d:.4f}")
print(f"Q: {q_value(par):.4e} MHz^2")
for q in (-1.5, -0.5):
    lo, hi = window(q, par)
    print(f"m={q:+.1f} first-order window: {lo/1e3:.2f} to {hi/1e3:.2f} GHz")
print(f"m=-1.5 upper edge, diagonalization: {edge_full/1e3:.2f} GHz")
print("edge deviation at scale 0.4, 0.2, 0.1: "
      + ", ".join(f"{100*v:.2f}" for v in deviation) + " %")
print("First-order principal fields at 9.5 GHz (mT): parallel, perpendicular")
for q in (-1.5, -0.5, 0.5, 1.5):
    v = [1e3 * first_order_field(x, nu, q, par) for x in (1.0, 0.0)]
    print(f"  m={q:+.1f}: {v[0]:.2f}, {v[1]:.2f}")
print(f"m=-1.5 overshoot: K* = {k_s:.1f} MHz, cos^2 = {u_s:.4f}")
print(f"  theta* = {theta_s:.2f} deg, g* = {np.sqrt(g2_s):.4f}")
print(f"  B* = {1e3*b_s:.2f} mT, above B_perp by {1e3*(b_s-b_perp):.2f} mT")
print(f"  false g = nu/(beta B*): {nu/(beta*b_s):.4f}")
k2, u2, b2 = overshoot(nu, -0.5, par)
print(f"m=-0.5 first order: theta* = {np.degrees(np.arccos(u2**0.5)):.2f} deg,"
      f" excess {1e3*(b2-first_order_field(0.0, nu, -0.5, par)):.2f} mT")
print("Orientation fraction within 0.01 mT (%): counted, formula")
for name, a, b in zip(("overshoot", "perpendicular", "parallel"),
                      frac_count, frac_pred):
    print(f"  {name}: {100*a:.3f}, {100*b:.3f}")
print("Spectrum: Gaussian standard deviation 0.7 mT")
print(f"  9.5 GHz outer trough: {1e3*trough_x:.2f} mT, "
      f"relative depth {depth_x:.2f}")
print(f"  94 GHz outer trough: {1e3*trough_w:.2f} mT, "
      f"relative depth {depth_w:.2f}; B_perp = {1e3*b_perp_w:.2f} mT")
print("m=-1.5, largest field by diagonalization: angle, excess over B_perp")
for f, expect in ((9500.0, True), (24000.0, True), (94000.0, False)):
    a, b, ins = full_maximum(f, m, par)
    assert ins == expect
    if not expect:
        assert a == 90
    ex = b - full_field(0.0, f, m, par)
    print(f"  {f/1e3:.1f} GHz: {a:.2f} deg, {1e3*ex:.2f} mT")
print("All lines at 9.5 GHz, diagonalization: angle, B_max, B_perp")
for q in (-1.5, -0.5, 0.5, 1.5):
    a, b, ins = full_maximum(nu, q, par)
    bp = full_field(0.0, nu, q, par)
    print(f"  m={q:+.1f}: {a:.2f} deg, {1e3*b:.2f} mT, {1e3*bp:.2f} mT")
print(f"With nuclear g = 1.5, m=-1.5: {ang_n:.2f} deg, {1e3*b_n:.2f} mT")
print("Random cases: " + ", ".join(f"{k} {v}" for k, v in tally.items()))
print("all assertions hold")
```

Running it gives:

```
g_par, g_perp: 2.25, 2.05
A_par, A_perp: 600, 60 MHz; nu = 9.5 GHz
beta = mu_B/h: 13996.24 MHz/T
delta = g_par^2 - g_perp^2: 0.8600
Q: 2.1016e+06 MHz^2
m=-1.5 first-order window: 3.45 to 52.36 GHz
m=-0.5 first-order window: 1.15 to 17.45 GHz
m=-1.5 upper edge, diagonalization: 46.22 GHz
edge deviation at scale 0.4, 0.2, 0.1: 5.11, 2.64, 1.34 %
First-order principal fields at 9.5 GHz (mT): parallel, perpendicular
  m=-1.5: 330.25, 334.24
  m=-0.5: 311.19, 332.14
  m=+0.5: 292.14, 330.05
  m=+1.5: 273.09, 327.96
m=-1.5 overshoot: K* = 302.9 MHz, cos^2 = 0.2143
  theta* = 62.43 deg, g* = 2.0945
  B* = 339.57 mT, above B_perp by 5.33 mT
  false g = nu/(beta B*): 1.9989
m=-0.5 first order: theta* = 81.96 deg, excess 0.20 mT
Orientation fraction within 0.01 mT (%): counted, formula
  overshoot: 3.389, 3.389
  perpendicular: 0.810, 0.809
  parallel: 0.031, 0.031
Spectrum: Gaussian standard deviation 0.7 mT
  9.5 GHz outer trough: 339.96 mT, relative depth 1.00
  94 GHz outer trough: 3279.68 mT, relative depth 1.00; B_perp = 3279.28 mT
m=-1.5, largest field by diagonalization: angle, excess over B_perp
  9.5 GHz: 61.05 deg, 4.72 mT
  24.0 GHz: 80.18 deg, 0.70 mT
  94.0 GHz: 90.00 deg, 0.00 mT
All lines at 9.5 GHz, diagonalization: angle, B_max, B_perp
  m=-1.5: 61.05 deg, 338.52 mT, 333.80 mT
  m=-0.5: 79.40 deg, 331.87 mT, 331.07 mT
  m=+0.5: 87.11 deg, 328.94 mT, 328.82 mT
  m=+1.5: 90.00 deg, 327.37 mT, 327.37 mT
With nuclear g = 1.5, m=-1.5: 61.07 deg, 338.53 mT
Random cases: overshoot 245, below window 73, above window 418, m > 0 748
all assertions hold
```
